# Anderson dot under bias with an adiabatic lattice density functional

## The problem

A dot with one spin-degenerate level $\varepsilon_0$ and repulsion $U$ is joined by links $-V_l$ to two semi-infinite chains with hopping $-V$. Units are $\hbar=e=V=1$, so energies are in $V$ and times in $\hbar/V$. In the Kohn-Sham description the electrons are independent, and the dot level depends on the instantaneous dot density $n$ (both spins):

$$v(n)=\varepsilon_0+v_{\rm Hxc}(n).$$

The leads carry no interaction and no exchange-correlation potential. The functional comes from the uniform Hubbard chain with hopping $V_l$, a model choice that ties it to the weak link. Its energy per site for $n\le1$ is parametrized as

$$e(n)=-\frac{2V_l\beta}{\pi}\sin\frac{\pi n}{\beta},\qquad \frac{2\beta}{\pi}\sin\frac{\pi}{\beta}=4\int_0^\infty\!\frac{J_0(x)J_1(x)\,dx}{x\,(1+e^{Ux/2V_l})},$$

where the integral is the known half-filling energy of the infinite chain, in units of $-V_l$. The value $\beta=2$ gives $U=0$.

Before $t=0$ the system is in its self-consistent thermal state with chemical potential 0. At $t=0$ all left-lead levels rise by $W$. Take $V_l=0.3$, $U=2$, $\varepsilon_0=-0.4$, $W=0.8$, $kT=0.03$.

**(a)** Find $v_{\rm Hxc}(n)$ and its jump at $n=1$.

**(b)** Does the biased dot have a steady state if the jump is discontinuous?

**(c)** Smooth the jump over a density width $a$. When does the steady state attract small disturbances?

**(d)** Propagate the dot from its initial state for $a=0.001$ and $a=0.02$, and interpret the late motion.

## Hints

1. Differentiate the interacting energy minus the energy at $U=0$. Particle-hole exchange gives $n>1$.
2. Hold the level at a constant $v$, find the steady density $N(v)$, and compare it with $n$. One value of $v$ gives $N=1$ by symmetry.
3. Near a steady state the level acts on the density through a response function $\chi$, and the density acts back through the slope $k=dv/dn$.
4. Ask at which frequencies the leads can absorb energy.
5. A change of the dot level multiplies the dot amplitude by a phase, which leaves $n$ unchanged.

## Solution

### (a) The functional

The Hartree and exchange-correlation energy is what remains after subtracting the energy at $U=0$, $e_0(n)=-(4V_l/\pi)\sin(\pi n/2)$. Hence for $n<1$

$$v_<(n)=\frac{d(e-e_0)}{dn}=2V_l\left[\cos\frac{\pi n}{2}-\cos\frac{\pi n}{\beta}\right].$$

Exchanging particles and holes turns $n$ into $2-n$. Since $n_\uparrow n_\downarrow=(n-1)+(1-n_\uparrow)(1-n_\downarrow)$, it also adds $U(n-1)$. The reversed sign of the hopping is removed by changing the sign of the orbitals on every second site. So $e(n)=e(2-n)+U(n-1)$, and for $n>1$ the potential is $U-v_<(2-n)$. The jump is

$$\Delta=U-2v_<(1)=U+4V_l\cos(\pi/\beta).$$

Here $\beta=1.2013$, so $v_<(1)=0.5187$. The levels on the two sides of $n=1$ are $v_-=0.1187$ and $v_+=1.0813$, and $\Delta=0.9625$. As a check of the integral, the half-filled energy $-0.1153$ agrees within 1% with $-0.1145$, extrapolated from diagonalized rings of 6 and 10 sites.

### (b) Steady density at a fixed level

Let $g(E)$ be the retarded Green function at the end of a semi-infinite chain. Adding one site reproduces the chain, so $g=1/(E-g)$. Inside the band this gives

$$g(E)=\tfrac12\left(E-i\sqrt{4-E^2}\right),$$

with the sign fixed by causality. Eliminating the leads gives the dot Green function

$$G(E)=\frac{1}{E-v-V_l^2[g(E)+g(E-W)]}.$$

The level widths are $\Gamma_R=V_l^2\sqrt{4-E^2}$ and $\Gamma_L=V_l^2\sqrt{4-(E-W)^2}$, each zero outside its band. At $E=W/2$ their sum is 0.35, well below $U$: this is the sense of weak coupling here.

A lead state $j$ coupled to the dot by $h_j$ produces the dot amplitude $G(E_j)h_j$, and $2\pi\sum_j|h_j|^2\delta(E-E_j)=\Gamma_\alpha(E)$ for lead $\alpha$. With $f_R=f(E)$ and $f_L=f(E-W)$, where $f$ is the Fermi function,

$$N(v)=2\int\frac{dE}{2\pi}\,n(E),\qquad n(E)=\sum_\alpha f_\alpha\Gamma_\alpha|G|^2 .$$

This needs a dot without bound states, which would remember the initial state. A bound state must lie outside both bands, where each $|g|\le1$. The self-energy there is at most $2V_l^2=0.18$, while $|E-v|$ is at least 1.2 for every $v$ between $\varepsilon_0=-0.4$ and $\varepsilon_0+U=1.6$, a range that contains both branches and the jump. So there is none.

**The level that gives $N=1$.** Put $v=W/2$ and $E=W/2+x$. Reversing $x$ exchanges $\Gamma_L$ and $\Gamma_R$, turns $f_L$ into $1-f_R$, and leaves $|G|^2$ unchanged, because $g(-E)=-g(E)^*$. Therefore

$$\int f_L\Gamma_L|G|^2dE=\int(1-f_R)\Gamma_R|G|^2dE .$$

Adding the right-lead term leaves $\int\Gamma_R|G|^2dE$. This is half of $\int A\,dE=2\pi$, where $A=(\Gamma_L+\Gamma_R)|G|^2$ is the spectral function. Hence $N(W/2)=1$.

**The discontinuous step.** A steady state needs $n=N(v(n))$. At the edges of the jump $N(v_-)=1.2745$ and $N(v_+)=0.1788$. A finite chain evolved to $t=80$ at each fixed level gives the same four decimals. Just below $n=1$ the dot is driven upward, and just above it is driven downward. On a grid of 51 densities per branch, $N-n$ is at least 0.27 on the lower branch and $n-N$ at least 0.82 on the upper one. Neither branch contains a solution, so there is no steady state as long as $v$ takes only the values of the two branches. The level that would hold $n=1$, $W/2=0.4$, lies inside the jump. If $v$ is allowed any value inside the jump at exactly $n=1$, then $n=1$, $v=W/2$ is a steady state. It is the limit of the smooth-step steady states of part (c) as $a\to0$, and the real question is whether it attracts.

### (c) Stability with a smooth step

Let $s=1/(1+e^{-(n-1)/a})$ and

$$v(n)=\varepsilon_0+(1-s)v_<(n)+s\,[U-v_<(2-n)].$$

Now $v(n)$ is continuous. Since $N$ lies between 0 and 2, $N(v(n))-n$ is positive at $n=0$ and negative at $n=2$, so a steady state exists. It remains to see whether the dot goes there.

**Response function.** Add $\delta v\,e^{-i\omega t}+{\rm c.c.}$ to the steady level. An amplitude $\psi_0\propto e^{-iEt}$ acquires the parts $G(E+\omega)\,\delta v\,e^{-i\omega t}\psi_0$ and $G(E-\omega)\,\delta v^*e^{i\omega t}\psi_0$. In $|\psi|^2$ the terms varying as $e^{-i\omega t}$ are the first part times $\psi_0^*$ and the conjugate of the second times $\psi_0$. Thus $\delta n=\chi\,\delta v$ with

$$\chi(\omega)=2\int\frac{dE}{2\pi}\,n(E)\,[G(E+\omega)+G^*(E-\omega)].$$

Since ${\rm Im}\,G=-A/2$, the absorptive part $b=-{\rm Im}\,\chi$ is, after shifting $E$ in the second term,

$$b(\omega)=\int\frac{dE}{2\pi}\,[n(E)A(E+\omega)-n(E+\omega)A(E)].$$

Both $n(E)$ and $A(E)$ vanish outside $-2\le E\le2+W$. So $b=0$ for $\omega>D$, where $D=4V+W=4.8$ is the distance from the lowest band edge to the highest.

In equilibrium $n=fA$ and $b>0$ for $0<\omega<D$. Under bias this is not guaranteed: between the two chemical potentials $n/A\approx\Gamma_L/(\Gamma_L+\Gamma_R)$, which rises with $E$ and favours gain. For the present numbers $b$ was evaluated at steps of 0.02 from 0.02 to 4.78 and is positive at each. I take it as positive throughout.

**Spectral form.** Causality gives $\chi(z)=\pi^{-1}\int d\omega'\,{\rm Im}\chi(\omega')/(\omega'-z)$ for ${\rm Im}\,z>0$. As ${\rm Im}\chi$ is odd, folding negative frequencies onto positive ones gives

$$\chi(z)=\frac2\pi\int_0^{D}\frac{\omega' b(\omega')}{z^2-\omega'^2}\,d\omega'.$$

At high frequency $\chi\to C/\omega^2$ with $C=(2/\pi)\int\omega b\,d\omega$. The same constant follows from the equation of motion. Let $K$ be the link term of the Hamiltonian. Each part of $K$ changes $n$ by $\pm1$, so $[n,[n,K]]=K$, and the level term $\delta v\,n$ contributes $\delta v\,K$ to $\ddot n$. Hence $-\omega^2\delta n\to\delta v\langle K\rangle$ and $C=-\langle K\rangle$. The integral gives $\langle K\rangle=-0.3288$, and so does the link energy of a chain evolved at $v=W/2$.

**Feedback.** The functional returns $\delta v=k\,\delta n$, so a free disturbance $e^{-izt}$ obeys

$$1=k\,\chi(z),\qquad k=dv/dn>0 .$$

- *Growing disturbances* have ${\rm Im}\,z>0$. If $z^2$ is complex, the spectral form gives $\chi$ a nonzero imaginary part. If $z^2$ is real it is negative, and then $\chi<0$. Neither can satisfy the equation.
- *Real frequencies* with $0<\omega<D$ are excluded because $b\neq0$, and $\omega=0$ because $\chi(0)<0$.
- *Above $D$* the response is real, positive and falls steadily from $\chi(D)$ to zero. A root $\omega_0$ exists if and only if

$$k>k_c=\frac1{\chi(D)}.$$

Below $k_c$ the closed-loop response $\chi/(1-k\chi)$ has no pole on the real axis, and a small disturbance dies out. Close to $k_c$ it does so very slowly, because $b$ is tiny near $D$. The decay time $|{\rm Re}\,\chi'|/b$, taken at the frequency where ${\rm Re}\,\chi=1/k$, is about 8, 40, 300 and 2000 for $k=0.25$, $0.5$, $0.75$ and $0.9\,k_c$. A run of finite length therefore cannot locate the threshold. Above $k_c$ it has poles at $\pm\omega_0$, and part of the disturbance oscillates without damping, because the leads have no transition at that frequency.

Here $\chi(D)=0.01547$ and $k_c=64.6$. To convert this into a width, neglect the gentle slope of the branches. Then $k\approx\Delta\,s(1-s)/a$, with $s=(W/2-v_-)/\Delta=0.292$ at the steady state, and

$$a_c\approx\frac{0.9625\times0.292\times0.708}{64.6}=0.0031 .$$

**Test by a kick.** A chain with 120 sites per lead was evolved at $v=W/2$ to $t=50$. The dot amplitude was then multiplied by $e^{-0.05i}$, and a level linear in $n$ with slope $k$ was switched on. "Swing" means half the difference between maximum and minimum density, and times run from the kick.

- For $k=2k_c$ the root is $\omega_0=6.648$ and the chain oscillates at 6.649. Its swing is 0.00247 both for $t=15$–$32$ and for $t=38$–$55$.
- For $k=k_c/4$ the swing falls from 0.0057 in the first 10 time units to 0.00007 for $t=38$–$55$.

### (d) Propagation from the initial state

Split each time step $\delta t$ into free evolution with the level at $W/2$ and a dot phase $e^{-i[v(n)-W/2]\delta t}$, placed between two half-steps of free evolution. The phase does not alter $n$, so $v(n)$ is known when it is applied and no predictor is needed. The fastest lead electrons move 2 sites per time unit and need 120 units to reach the chain end and return, so runs to $t=100$ are free of echoes.

Both runs start at $n=0.767$. They differ in $a$ and in the time step (0.01 for the sharp step, 0.02 for the wide one). Repeating the sharp run with 0.02 leaves its late swing at 0.0095.

**Wide step, $a=0.02$.** The slope at the steady state is 10.3, below $k_c$. For $t=75$–$100$ the mean density is 0.9845, equal to the solution of $n=N(v(n))$, and the swing is below $10^{-6}$. The steady state is reached.

**Sharp step, $a=0.001$.** The slope is 199, above $k_c$. The density keeps oscillating about 0.995 with a swing of 0.0095, while the level runs between 0.12 and 1.08, almost the whole jump. A density ripple of one per cent thus accompanies a level oscillation of order $V$. The frequency is 4.38, a period of 1.43 $\hbar/V$, or 0.94 fs if $V=1$ eV.

The swing can be estimated. Treat the level as a square wave between $v_-$ and $v_+$ that spends the fraction $s$ of each period at $v_+$, so that its mean is $W/2$. Its fundamental has amplitude

$$\frac{2\Delta}{\pi}\sin(\pi s)=0.613\times0.794=0.487 .$$

Multiplying by $\chi(4.38)=0.0190$ gives 0.0092, within 3% of the observed swing. The ratio of the density and level oscillations taken from the run, 0.0189, confirms that linear response still describes the fundamental.

**Is this oscillation persistent?** Its frequency lies below $D=4.8$, so weak absorption remains. Indeed the swing was 0.0104 for $t=50$–$75$ and is 0.0095 for $t=75$–$100$. As long as the swing is much larger than $a$, the level amplitude stays near 0.487 and the swing follows $0.487\,\chi(\omega)$. Since $\chi$ falls from 0.0190 at $\omega=4.38$ to 0.0155 at $D$, a shrinking swing goes with a rising frequency. At $\omega=D$ the square-wave estimate gives a swing of $0.487\times0.0155=0.0075$. Above $D$ an electron in a periodically driven dot could change its energy by multiples of $\omega$ only, and every such change leads outside the bands, so no energy is absorbed. I therefore expect the decay to stop near a swing of 0.0075. This is a conjecture that the run is too short to decide. What has been shown is that for $a<a_c$ small oscillations about the steady state do not die out.

The estimate 0.0075 does not contain $a$. It suggests, without showing it, that a truly discontinuous step leaves a finite oscillation too, instead of ever faster switching with vanishing swing. In this estimate 0.0075 is only the largest undamped swing, since faster oscillations with smaller swing are not absorbed either. A run with a fixed time step cannot easily decide the case $a=0$, because the switching is then resolved only to one step and the swing depends on the step.

**What this says about the interacting dot.** An adiabatic functional is justified when the density changes slowly on the scale of the system's excitation energies. Here the frequency is 4.6 times the jump $\Delta$. The oscillation is a property of the adiabatic Kohn-Sham equations, and a functional with memory could damp it. Nothing here proves that the interacting dot itself oscillates.

## Variation 1: move the level

*For which $\varepsilon_0$ does the required level lie inside the jump, the other parameters being kept?*

The condition is $v_-<W/2<v_+$, that is

$$\varepsilon_0+0.5187<0.4<\varepsilon_0+1.4813,\qquad -1.081<\varepsilon_0<-0.119 .$$

Take $\varepsilon_0=0$, outside this range. Then $v_-=0.519>W/2$. As $N$ falls with $v$ here, $N(v_-)<1$. At $n=0$, however, $N>0$. By continuity $n=N(v(n))$ has a solution on the lower branch even for a discontinuous step. The solution lies at $n\approx0.92$, where the slope is positive as part (c) assumes (it turns slightly negative closer to $n=1$). It is at most $2V_l\pi/\beta=1.6$, far below the $k_c$ found above. That $k_c$ belongs to another operating level and would have to be recomputed, but the margin is at least a factor of about 40. A sharp step alone is therefore not enough: the bias must place the required level inside it.

## Variation 2: wide leads

*How does $k_c$ change when the bands become much wider at fixed $\Gamma$?*

In the spectral form $1/(D^2-\omega'^2)\ge1/D^2$, so $\chi(D)\ge C/D^2$ and

$$k_c\le\frac{D^2}{C}.$$

The bound is approached when most of the weight $\omega'b$ lies well below $D$. In the example it gives $23.04/0.3288=70$, against the actual 64.6. At large $\omega$ one of the two energies in $b$ sits at the dot resonance and the other in its tail, so $b\sim\Gamma/\omega^2$ and $C$ grows only logarithmically with the bandwidth. Thus $k_c$ grows nearly as $D^2$, and for a jump of given height $a_c$ shrinks accordingly. The functional of part (a) does not keep that height: at fixed $\Gamma$ the link $V_l$ must grow as the square root of the lead hopping, and the jump falls with $U/V_l$. In this parametrization it vanishes at $U/V_l\approx1.73$ and is negative below, tending to $U(1-\pi^2/8)$ for small $U/V_l$. The wide-band limit therefore needs a step taken from another functional. With infinitely wide bands any smooth step is damped, provided $b$ stays positive.

This matters for gated semiconductor dots. Their charging energy is roughly 1 meV and their tunnel width roughly 0.1 meV or less, so the example's $\Gamma/U=0.18$ is on the strong side. The lead band, however, extends over an energy of order 1 eV, so $D/U$ is roughly 1000 instead of the 2.4 used here. At fixed $C/U$ this would raise $k_c/U$ by about $(1000/2.4)^2\approx2\times10^5$. The logarithmic growth of $C$ makes $C/U$ about three times larger than in the example, which reduces the factor to about $6\times10^4$. If the jump remained the same fraction of $U$ as in the example, $a_c$ would fall by this factor, to about $5\times10^{-8}$. The narrow band is thus an assumption that such devices break strongly. With such a jump, strictly undamped oscillations would need a step that is discontinuous for all practical purposes. The functional of part (a) cannot supply it: a tunnel width of 0.1 meV and a band of 1 eV give $V_l\approx2.5$ meV, so $U/V_l\approx0.4$, where the parametrization has no upward jump. The example is a study of the Kohn-Sham equations, not a prediction for these devices.

The computed values are collected in the numerical output below.

## Numbers as computed

```
link, U, e0, W, kT (V): 0.3, 2.0, -0.4, 0.8, 0.03
sites per lead: 120
Hubbard energy per site, integral (V): -0.11529
Hubbard energy per site, rings extrapolated (V): -0.11447
beta of the functional: 1.2013
level just below / above n=1 (V): 0.1187 / 1.0813
jump of the level (V): 0.9625
steady density at lower level, formula / chain: 1.2745 / 1.2745
steady density at upper level, formula / chain: 0.1788 / 0.1788
level that gives n=1 (V): 0.40000
smallest mismatch N-n below, n-N above: 0.2745, 0.8212
top of the absorption continuum (V/hbar): 4.800
link energy, sum rule / chain (V): -0.3288 / -0.3288
chi at the continuum top (1/V): 0.01547
critical slope k_c (V): 64.64
critical step width a_c: 0.00308
kick test, slope 2 k_c (V): 129.28
  frequency, formula / chain (V/hbar): 6.6479 / 6.6493
  density swing, t=15-32 / 38-55: 0.002468 / 0.002467
kick test, slope k_c/4 (V): 16.16
  density swing, t=0-10 / 38-55: 0.005661 / 6.50e-05
sharp step: width 0.001, slope at fixed point (V): 199.4
  initial density / fixed point: 0.7669 / 0.99912
  density swing, t=50-75 / 75-100: 0.01040 / 0.00947
  late swing with time step 0.02 instead of 0.01: 0.00947
  late mean density: 0.99513
  late level, min / mean / max (V): 0.120 / 0.409 / 1.077
  late frequency (V/hbar): 4.3816
  late n/v ratio, run (1/V): 0.01885 -0.00000i
  chi at that frequency (1/V): 0.01895 -0.00002i
  late period (hbar/V): 1.4340
  late period if V = 1 eV (fs): 0.9439
wide step: width 0.02, slope at fixed point (V): 10.26
  initial density: 0.7669
  late mean density / fixed point: 0.98449 / 0.98449
  late density swing: 8.92e-07
```
